# Two halo barriers in a long transistor: doubling of subthreshold current

**Question**

I am trying to understand the subthreshold current of a long n-channel MOSFET with halo implants. The extra acceptor doping next to the source and next to the drain makes two identical barriers for electrons, with a long, lightly doped channel between them. I was told that a large drain voltage removes the drain-side barrier and that the diffusion current then doubles.

I can't see why. The source barrier is as high as before, and the device is far too long for the drain to influence it. If the highest barrier controls the current, removing one of two equal barriers should change nothing. Where does the factor of two come from, does it hold in a realistic device, and what threshold-voltage shift does it correspond to at 300 K?

**Answer**

The highest-barrier rule fails here because electrons that cross the source barrier can come back. In a long channel they thermalise in the middle, and the drain barrier decides how many return. In diffusion, the two barriers act as resistances in series. The factor of two is the limit in which these resistances dominate and one of them vanishes. A real device falls somewhat short of it as long as the lightly doped middle is still depleted; once the middle inverts, the ratio can exceed two, as explained at the end.

### The current law

Let $x$ run from source ($0$) to drain ($L$), and let $u(x)$ be the surface potential, with its zero chosen so that the equilibrium electron density is $n_i e^{u/V_T}$. Here $V_T=kT/q$, and an electron barrier is a minimum of $u$. I assume nondegenerate electrons, no recombination, and a constant diffusion coefficient $D$ and electron-sheet thickness $t$. Electrons drift towards higher potential, with mobility $D/V_T$, so their flux density towards the drain is

$$F=-D\frac{dn}{dx}+\frac{D}{V_T}\,n\frac{du}{dx}.$$

Multiply by $e^{-u/V_T}$. The right side becomes a total derivative:

$$F e^{-u/V_T}=-D\frac{d}{dx}\left(n e^{-u/V_T}\right).$$

Without recombination $F$ is independent of $x$. Integrating from $0$ to $L$ gives

$$F\int_0^L e^{-u/V_T}dx=D\left[n e^{-u/V_T}\right]_{x=0}-D\left[n e^{-u/V_T}\right]_{x=L}.$$

The source contact is grounded, so $n(0)=n_i e^{u(0)/V_T}$. The drain contact has its Fermi level lowered by $qV_D$, so $n(L)=n_i e^{[u(L)-V_D]/V_T}$. The two brackets are therefore $n_i$ and $n_i e^{-V_D/V_T}$. For a channel of width $W$ the magnitude of the current is

$$I=\frac{qWtDn_i\left(1-e^{-V_D/V_T}\right)}{R},\qquad R=\int_0^L e^{-u/V_T}dx.$$

$R$ has the dimension of length and acts as a diffusion resistance. The whole profile enters, but low-$u$ regions have exponentially large weight.

The drain voltage enters twice: through the factor in parentheses, which saturates after a few $V_T$, and through the shape of $u$ in $R$. The doubling concerns the second effect, so I compare the prefactor $I/(1-e^{-V_D/V_T})\propto 1/R$ at fixed gate voltage.

### Why one barrier fewer gives a factor of two

Let each barrier contribute $b$ to $R$ and the middle contribute $r$. Removing the drain barrier changes $R$ from $2b+r$ to $b+r$, and the prefactor grows by

$$\frac{2b+r}{b+r}=2-\frac{r}{b+r}.$$

For $b\gg r$ this tends to 2. For $b\ll r$, when the barriers are too low to matter against the long middle, it tends to 1.

As a direct test of the first limit, take a flat 500 nm channel with two Gaussian barriers 0.3 V high, of standard deviation 10 nm, centred 60 nm from the ends. Solving the continuity equation numerically for the density at $V_D=1.2$ V, with and without the drain barrier, gives a current ratio of 1.9994.

A real drain barrier is lowered rather than deleted. Cut $R$ at mid-channel into $R_S$ and $R_D$. At zero drain bias they are equal by symmetry. If bias leaves $R_S$ unchanged and turns $R_D$ into $\rho R_S$, then

$$\frac{\text{prefactor with bias}}{\text{prefactor at zero bias}}=\frac{R_S+R_S}{R_S+\rho R_S}=\frac{2}{1+\rho}.$$

Since $\rho>0$, this stays below 2.

The paradox disappears when you follow $f=n e^{-u/V_T}/n_i$, which is 1 at the source and nearly 0 at a strongly biased drain. Applying the integrated flux equation to the source half alone gives $FR_S=Dn_i(1-f_{\rm mid})$. With equal halves, $f_{\rm mid}=1/2$: the return flow over the source barrier cancels half of the forward flow. With the drain half reduced, $f_{\rm mid}=\rho/(1+\rho)$, which tends to zero. The source barrier has not moved, but the electrons no longer come back over it.

This needs scattering in the middle. If electrons crossed the device without collisions, those with enough energy for the first barrier would also pass the identical second one, and the highest-barrier rule would hold.

### How the drain lowers its barrier

Consider a depleted surface layer of depth $d_0$, with oxide capacitance $C_{ox}$ per area. Assume the lateral field is uniform over $d_0$ and no field leaves through the bottom. Gauss's law for a thin vertical slice is

$$\varepsilon d_0u''+C_{ox}(V_G-u)=qNd_0.$$

A laterally uniform region would have the local potential $u_L$, with $C_{ox}(V_G-u_L)=qNd_0$. Subtracting, with $d_0$ held fixed,

$$\lambda^2u''=u-u_L,\qquad \lambda^2=\frac{\varepsilon d_0}{C_{ox}}.$$

I use one $\lambda$ for the whole channel and return to this below. Let $u_L=u_h$ in a halo of width $w$ and $u_L=u_m=u_h+\Delta$ in the middle. With $d$ the distance from a contact, the solutions are

$$u=u_h+A e^{-d/\lambda}+K e^{-(w-d)/\lambda}\quad(d<w),$$

$$u=u_m-C e^{-(d-w)/\lambda}\quad(d>w),$$

where the middle is long enough for the growing exponential to be dropped. Put $p=A e^{-w/\lambda}$. Continuity of $u$ at $d=w$ gives $p+K=\Delta-C$; continuity of $u'$ gives $-p+K=C$. Adding the two gives $K=\Delta/2$. The contact condition then fixes

$$A=u_{\rm contact}-u_h-\frac{\Delta}{2}e^{-w/\lambda},$$

where $u_{\rm contact}$ is larger by $V_D$ at the drain.

In the halo, $u-u_h$ is a sum of two positive exponentials whose product does not depend on $d$. Such a sum is smallest when the two terms are equal, so the barrier top is at

$$u_{\rm top}=u_h+2\sqrt{A\frac{\Delta}{2}e^{-w/\lambda}}.$$

The equality falls inside the halo if $A e^{-w/\lambda}<\Delta/2$. Beyond that the minimum is gone. But the barrier's resistance can become small before that: a drop of $3V_T$ already reduces it by a factor of about 20 or more.

The barrier's resistance follows by expanding about the top. There $u''=(u_{\rm top}-u_h)/\lambda^2$, and the Gaussian integral gives approximately

$$b\simeq\lambda\sqrt{\frac{2\pi V_T}{u_{\rm top}-u_h}}\;e^{-u_{\rm top}/V_T}.$$

### The equivalent threshold shift

Define the slope factor by $1/m=V_T\,d\ln I/dV_G$ at fixed drain bias. If $m$ is nearly constant over the small shift, raising the gate by $\delta V$ multiplies the current by $e^{\delta V/(mV_T)}$. Setting this equal to the drain-induced increase gives

$$\delta V=mV_T\ln\frac{2}{1+\rho}\;\longrightarrow\;mV_T\ln2.$$

The threshold voltage, defined at constant prefactor, falls by this amount, provided the chosen current level is low enough that the middle of the channel is not yet inverted. At 300 K, $V_T=25.85$ mV, so full doubling with ideal gate control ($m=1$) corresponds to **17.9 mV**. In a bulk transistor $m>1$, and full doubling corresponds to a larger shift.

To find $m$, note that the oxide drop is $V_G-u_L$ if $V_G$ is counted from alignment of the gate Fermi level with the intrinsic level. The band bending is $u_L+\phi$, with $\phi=V_T\ln(N/n_i)$. The depletion charge then gives

$$V_G=u_L+\gamma\sqrt{u_L+\phi},\qquad \gamma=\frac{\sqrt{2q\varepsilon N}}{C_{ox}},$$

$$\frac{dV_G}{du_L}=1+\frac{\gamma}{2\sqrt{u_L+\phi}}.$$

This is the local slope factor. The factor for the device also contains the pull of the contacts on the barrier top.

### A worked device

Take $L=500$ nm, $w=50$ nm, $\lambda=15$ nm and a 2 nm oxide. The doping is $2\times10^{17}$ cm$^{-3}$ in the middle and $2\times10^{18}$ cm$^{-3}$ in the halos. At $V_G=0.50$ V the gate relation gives $u_m=0.3664$ V and $u_h=0.1278$ V, so $\Delta=0.2386$ V. The source contact is at 0.5953 V.

With $e^{-w/\lambda}=0.0357$, the contact condition gives $A=0.5953-0.1278-0.1193\times0.0357=0.463$ V at zero bias. At the drain with $V_D=1.2$ V it becomes 1.663 V. The barrier tops are

$$0.1278+2\sqrt{0.463\times0.1193\times0.0357}=0.217\ \text{V},$$

$$0.1278+2\sqrt{1.663\times0.1193\times0.0357}=0.296\ \text{V}.$$

The drain barrier thus drops by 79 mV, or $3.07V_T$, while the source top stays at 0.2166 V. The minimum at the drain still exists, since $1.663\times0.0357=0.059$ V is below $\Delta/2=0.119$ V.

Numerical integration gives $\rho=0.067$. Two things keep it from zero. The 200 nm of middle channel in the drain half contribute about $200\,e^{-0.3664/0.02585}=1.4\times10^{-4}$ nm, and the Gaussian estimate for the lowered barrier gives another $1.6\times10^{-4}$ nm. Their sum agrees with the computed 0.0003 nm, against 0.0047 nm for the source half. The prefactor ratio is therefore

$$\frac{2}{1+0.067}=1.87.$$

The device slope factor is $m=1.377$, against 1.299 for an isolated halo region. The difference follows from differentiating the barrier top. With $B=(\Delta/2)e^{-w/\lambda}$,

$$\frac{du_{\rm top}}{dV_G}=\frac{du_h}{dV_G}+\sqrt{\frac{B}{A}}\frac{dA}{dV_G}+\sqrt{\frac{A}{B}}\frac{dB}{dV_G}.$$

The terms are $0.7697-0.0740+0.0285=0.7242$, whose inverse is 1.38. The negative term arises because the contact potential is fixed: as the gate raises $u_h$, the contact lifts the barrier top less.

The threshold lowering is

$$\delta V=1.377\times25.85\ \text{mV}\times\ln1.8745=22.4\ \text{mV}.$$

A direct search for the gate voltage that gives the same prefactor at zero drain bias also yields 22.4 mV. Full doubling with the same $m$ would give 24.7 mV.

Two controls, at the same gate and drain voltages, show that the second barrier is responsible. With a halo at the source only, the prefactor ratio is 1.004. Without halos it is 1.07. That remaining 7% is a shortening of the channel: the point where the drain's influence has decayed to $V_T$ moves inward by $\lambda\ln(A_1/A_0)$, with $A$ now measured from $u_m$. This is $15\ln(1.429/0.229)\simeq27$ nm, out of an effective length somewhat above 400 nm.

### A trap in the measured ratio

Suppose you compare currents at 1.2 V and 50 mV. The model gives 68.46 and 34.29 pA per µm of width, a ratio of 1.997. This looks like perfect doubling, but it is a coincidence of two corrections.

At 50 mV the drain factor is only $1-e^{-V_D/V_T}=0.855$, which by itself would raise the ratio to $1.8745/0.8554=2.19$. But 50 mV already lowers the drain barrier: $A$ rises from 0.463 to 0.513 V and the top moves by about 5 mV. The prefactor at 50 mV is therefore already about 10% above its zero-bias value, and $2.19/1.10\simeq2.0$. To isolate the barrier effect, divide each current by its own drain factor and extrapolate the reference to zero drain bias.

### How far to trust the numbers

The parameters are rough typical values for a long analogue transistor in a bulk-silicon process with a supply near 1.2 V. With an n$^+$ polysilicon gate, the terminal voltage is about half a band gap below the $V_G$ used here, so the example sits close to zero terminal voltage, in the off state. Real halos are graded rather than box-shaped; I have not estimated that effect.

The largest uncertainty I sized is the one-dimensional potential with its single $\lambda$. Solving Poisson's equation in two dimensions for the same doping, with box halos through the full depth and junctions 50 nm deep, gives a ratio of 1.7 to 1.75, $m\simeq1.25$ and a shift of 17 to 18 mV. Junction depths from 30 to 100 nm give ratios between about 1.6 and 1.8. The values 1.87 and 22.4 mV therefore illustrate the mechanism and are not predictions for this doping profile.

Within the one-dimensional model, the local depletion depths suggest $\lambda=11$ nm in the halos and 21 nm in the middle. Using these values region by region with $u'$ continuous reduces the ratio to 1.69. Gauss's law instead makes the lateral flux, proportional to $\lambda^2u'$, continuous where the depth changes, and this gives 1.77.

Other corrections, each applied separately, move the ratio less:

- Letting the sheet thickness follow the local surface field gives 1.92. The thickness also shrinks as the gate voltage rises, which raises $m$ to about 1.44 and the shift to about 24 mV.
- Quantum confinement raises the lowest electron level by about 127 meV in an isolated halo region and 64 meV in the middle, in a triangular-well estimate. Including the difference as extra barrier height gives 1.94. The level also rises with gate voltage, which increases $m$, so the threshold shift changes by more than the ratio alone suggests.
- The mean free path is about 8 nm for an assumed mobility of 200 cm$^2$/Vs. Adding the corresponding emission resistance at each barrier gives 1.89.
- Tunnelling near the source barrier top changes the transmission by about 1%, and mobile charge in the middle is about 0.1% of the depletion charge.

The contacts, doped to $10^{20}$ cm$^{-3}$, are degenerate, which the density formula ignores. An error of 0.03 V in the contact potential would move the zero-bias barrier tops by $\sqrt{B/A}\times0.03$ V, or about 3 mV.

The current here is the source current. At the drain, the lateral field reaches about 1.1 MV/cm in this model, and a local-field estimate gives 0.2 electron-hole pairs per electron. That estimate ignores the distance an electron needs to gain energy, so it is probably too high, but such pairs would add to the drain current and could be mistaken for barrier lowering. Junction tunnelling from drain to body is also uncertain. A direct-gap formula gives 0.004 pA per µm, but common local-field parameter sets for silicon disagree by orders of magnitude, from about 0.1 to a few hundred pA per µm, several of them between 1 and 10, so it need not be negligible beside 68 pA. It adds to the drain current, not to the source current used here. The remaining values are in the numerical output below.

The argument fails if the channel is so short that the drain also lowers the source barrier, or if the gate drives the surface into strong inversion, where mobile charge reshapes $u$. The lightly doped middle inverts first. In the worked device $u_m$ reaches $\phi$ at $V_G\simeq0.57$ V, where the halos still block and the current is below 1 nA per µm. Beyond that, mobile charge ties $u_m$ to $f_{\rm mid}$: the drain bias lowers $f_{\rm mid}$, $u_m$ rises, and through $\Delta$ the source barrier top moves too, so $R_S$ is no longer fixed and the bound of two is lost. Adding the mobile charge of the middle to the one-dimensional model gives, as a rough estimate, a ratio near 2 at $V_G=0.6$ V and near 3 at 0.8 V, where the current is about 0.2 µA per µm, a usual threshold criterion for this length. A threshold extracted at such a current can therefore shift by more than $mV_T\ln2$. If the two halos differ, replace $2b+r$ by $b_S+b_D+r$. Removing the drain barrier then multiplies the prefactor by $1+b_D/(b_S+r)$, which can lie on either side of two.

## Table of computed values

```
T = 300 K, VT = 25.852 mV
VT ln2 (limit, m = 1) = 17.92 mV
L, halo width, lambda, oxide = 500, 50, 15, 2 nm
doping middle, halo, contact = 2e+17, 2e+18, 1e+20 cm^-3
ni = 1e+10 cm^-3, mobility = 200 cm2/Vs
Vg, low Vd, high Vd = 0.50, 0.05, 1.20 V
body coefficient middle, halo = 0.149, 0.472 V^0.5
local u middle, halo, difference = 0.3664, 0.1278, 0.2386 V
contact u at source = 0.5953 V
source top u, Vd = 0 and high = 0.2166, 0.2166 V
drain top u, Vd = 0 and high = 0.2166, 0.2960 V
formula drain top u, same biases = 0.2166, 0.2961 V
drain barrier lowering = 79.4 mV = 3.07 VT
half resistances RS, RD at Vd = 0: 0.0047, 0.0047 nm
half resistances RS, RD at high Vd: 0.0047, 0.0003 nm
rho = 0.0670, prefactor ratio = 1.8745
ideal two-barrier / one-barrier test ratio = 1.9994
largest relative error of current law = 4.1e-04
control ratio: no halo 1.0705, source halo only 1.0040
source current at low, high Vd = 34.29, 68.46 pA per um width
raw current ratio high/low = 1.9967
factor 1-exp(-Vd/VT) at low Vd = 0.8554
slope factor m device, local halo = 1.3773, 1.2992
subthreshold swing = 81.99 mV/decade
threshold lowering, root search = 22.41 mV
threshold lowering, m VT ln(ratio) = 22.37 mV
threshold lowering, limit m VT ln2 = 24.68 mV
Neglected effects (estimates):
lambda from local depletion: halo 11.0, middle 20.8 nm
ratio with uniform halo lambda, middle lambda = 1.741, 1.747
ratio with position-dependent lambda = 1.693
ratio with local sheet thickness = 1.917
confinement level halo, middle = 127, 64 meV
ratio with confinement difference = 1.938
mean free path = 8.4 nm, ratio with it = 1.885
tunnelling correction at source barrier top = 0.99 %
mobile/depletion charge in middle = 0.116 %
drain-halo junction field = 1.19 MV/cm
junction tunnelling current = 3.54e-03 pA per um width
peak lateral field at drain = 1.11 MV/cm
local-field ionization integral = 0.197 pairs per electron
```
